# Linear Polarization of Resonance Fluorescence at Right Angles, part 1

(Sections cited here and not found follow in the second part.)

## First half: one isolated upper level

An atom has a lower level of angular momentum \(J\) and an upper level of angular momentum \(J'\), joined by an electric dipole transition. Light travelling along \(x\) and linearly polarized along \(z\) excites the atom, which then returns to the lower level. The fluorescence is viewed along \(y\), at 90 degrees to the beam, through a linear polarizer. The polarizer passes either \(z\), giving the intensity \(I_\parallel\), or \(x\), giving \(I_\perp\). Both directions are transverse to the line of sight. The degree of linear polarization is

\[
P=\frac{I_\parallel-I_\perp}{I_\parallel+I_\perp}.
\]

The following conditions hold unless a part changes them. The lower level is unpolarized: its \(2J+1\) substates are equally populated and carry no coherence. The light is weak enough to leave it so. This means that the excitation rate is small compared with the rate at which the lower level relaxes or the atoms are replaced. Without such relaxation, repeated absorption and emission align a lower level with \(J\ge1\) at any intensity, given enough time, and in general change \(P\). There is no magnetic field, no collision during the upper-state lifetime and no reabsorption of the fluorescence. The detector accepts a narrow cone about \(y\). The upper level is isolated, and the nucleus has no spin. All polarization vectors are real unit vectors. The numerical check asserts the populations \(a_m\), the intensities, the closed forms for \(P\) in part (g) and the unpolarized-beam result. It also computes \(P\) directly for the cases of parts (h) to (j). The formula for \(P(\beta)\) at a general angle, the large-\(J'\) limits and the intermediate expressions of parts (h) to (j) are derived here but not separately tested.

### (a) The scattered intensity as a trace

**Question.** Express the intensity for incident polarization \(\mathbf e\) and detected polarization \(\mathbf e'\), up to a common factor, through operators acting on the upper level alone.

**Solution.** Near resonance, the amplitude for scattering from the lower substate \(i\) to the lower substate \(f\) is proportional to

\[
A_{fi}=\sum_{m'}\frac{\langle f|\mathbf e'\cdot\mathbf d|J'm'\rangle\langle J'm'|\mathbf e\cdot\mathbf d|i\rangle}{\omega-\omega_0+i\Gamma/2}.
\]

Here \(\mathbf d\) is the dipole operator, \(\omega\) the light frequency, \(\omega_0\) the transition frequency and \(\Gamma\) the decay rate of the upper level. The term in which emission precedes absorption is not resonant and has been dropped.

Without an external field all upper substates have the same energy and the same decay rate. The denominator is therefore common to all terms and cancels in \(P\). This holds at each frequency in the incident spectrum, so \(P\) does not depend on the spectrum as long as only this upper level contributes.

Let \(V_j\), with \(j=x,y,z\), be the part of \(d_j\) that leads from the lower to the upper level, divided by a constant to be chosen shortly. Because \(d_j\) is Hermitian, the part leading back down is \(V_j^\dagger\), up to the conjugate constant. Write \(V_{\mathbf e}=\sum_j e_jV_j\). The angular part of the amplitude is then the matrix element of \(M=V_{\mathbf e'}^\dagger V_{\mathbf e}\).

Different final substates are orthogonal, so their probabilities add. The initial substates form an equal incoherent mixture, so their probabilities add as well. Hence

\[
I(\mathbf e',\mathbf e)\propto\sum_{f,i}|M_{fi}|^2=\mathrm{Tr}(MM^\dagger)
=\mathrm{Tr}\big(V_{\mathbf e'}^\dagger V_{\mathbf e}V_{\mathbf e}^\dagger V_{\mathbf e'}\big).
\]

Moving the first factor to the end under the trace gives

\[
I(\mathbf e',\mathbf e)\propto\mathrm{Tr}\big(B_{\mathbf e'}B_{\mathbf e}\big),\qquad B_{\mathbf e}=V_{\mathbf e}V_{\mathbf e}^\dagger .
\]

The operator \(B_{\mathbf e}\) acts within the upper level. It is proportional to the density matrix produced by absorption from the unpolarized lower level. The operator \(B_{\mathbf e'}\) describes how strongly a given upper state emits light of polarization \(\mathbf e'\). Absorption and emission thus enter through the same kind of operator.

The scale of \(V_j\) remains to be fixed. The sum \(\sum_jV_jV_j^\dagger\) is unchanged by rotations, so it commutes with every component of the angular momentum. Commuting with \(J_z\) makes it diagonal in \(m\), and commuting with the raising operator makes all diagonal entries equal. It is therefore a multiple of the identity, and we choose

\[
B_x+B_y+B_z=1 .
\]

### (b) The upper state after absorption

**Question.** Find the form of the upper-state density matrix produced by \(z\)-polarized light. What restrictions on its populations follow from symmetry?

**Solution.** Take \(z\) as the quantization axis. A rotation about \(z\) does not change the \(z\)-component of a vector, so \(V_z\) conserves \(m\). It connects \(|Jm\rangle\) with \(|J'm\rangle\) and with no other upper substate. Consequently \(B_z\) is diagonal:

\[
\langle J'm|B_z|J'm'\rangle=a_m\delta_{mm'},\qquad a_m=|\langle J'm|V_z|Jm\rangle|^2 .
\]

If \(|m|>J\), the lower level has no such substate and \(a_m=0\). The light creates no coherence between different upper substates along this axis, and the populations are proportional to \(a_m\).

Three further properties are needed.

First, \(B_x\), \(B_y\) and \(B_z\) are carried into each other by rotations, and a rotation does not change a trace. The three traces are equal and add up to the trace of the identity, which is \(2J'+1\). Therefore

\[
S_1\equiv\sum_m a_m=\frac{2J'+1}{3}.
\]

Second, a rotation by \(180^\circ\) about \(x\) turns \(V_z\) into \(-V_z\) and exchanges \(m\) with \(-m\). Since \(B_z\) contains \(V_z\) twice, it does not change, and \(a_m=a_{-m}\). Linearly polarized light does not distinguish the two senses of rotation about its polarization axis.

Third, each of \(B_x,B_y,B_z\) has the form \(VV^\dagger\) and so has no negative expectation value. As their sum is the identity, \(0\le a_m\le1\).

### (c) Polarization from the populations

**Question.** Express \(P\) through the numbers \(a_m\). Between which limits must it lie, and when are the limits reached?

**Solution.** For \(z\)-polarized detection,

\[
I_\parallel=\mathrm{Tr}(B_zB_z)=\sum_m a_m^2 .
\]

For \(x\)-polarized detection we need \(\mathrm{Tr}(B_xB_z)\). Because \(B_z\) is diagonal, this trace contains the diagonal elements of \(B_x\) and no others. A rotation by \(90^\circ\) about \(z\) turns \(B_x\) into \(B_y\). In the basis of \(J_z\) eigenstates it multiplies each matrix element by a phase, and for a diagonal element that phase is 1. So \(B_x\) and \(B_y\) have the same diagonal elements. Together with \(B_x+B_y+B_z=1\) this gives

\[
(B_x)_{mm}=(B_y)_{mm}=\frac{1-a_m}{2},\qquad
I_\perp=\frac12\sum_m a_m(1-a_m).
\]

The same result can be read in terms of circular components. An \(x\)-polarized photon is a superposition of two parts that change \(m\) by \(+1\) and \(-1\). Starting from one upper substate, they lead to different lower substates. Their probabilities add without interference, and each part contributes half of its strength.

With \(S_2=\sum_ma_m^2\) we have \(I_\parallel=S_2\) and \(I_\perp=(S_1-S_2)/2\). Hence

\[
P=\frac{S_2-\tfrac12S_1+\tfrac12S_2}{S_2+\tfrac12S_1-\tfrac12S_2}
=\frac{3S_2-S_1}{S_2+S_1}.
\]

The last step multiplies numerator and denominator by 2.

For the lower limit, note that the mean square of a set of numbers is at least the square of their mean. For the \(2J'+1\) numbers \(a_m\), whose mean is \(1/3\), this gives

\[
S_2\ge\frac{S_1^2}{2J'+1}=\frac{S_1}{3}.
\]

So \(P\ge0\), with equality when all \(a_m\) equal \(1/3\). The upper level is then equally populated in all its substates and emits unpolarized light.

For the upper limit, \(a_m\le1\) gives \(a_m^2\le a_m\), hence \(S_2\le S_1\) and \(P\le1\). Equality requires each \(a_m\) to be 0 or 1. In that case every populated substate emits with the dipole along \(z\) and with no transverse part.

These limits apply when a single isolated upper level contributes and absorption and emission involve the same lower level. With two interfering upper levels they can fail: the formula of part (h) gives \(P\approx-1\) at \(\delta=\Delta/3\), where \(F_1+2F_3\approx0\). Part (j) contains a case with different initial and final levels, where \(P\) is negative.

### (d) Three transitions

**Question.** Calculate \(P\) for \(J=0\to J'=1\), for the D2 line (\(1/2\to3/2\)) and for the D1 line (\(1/2\to1/2\)).

**Solution.** The symmetry properties of part (b) determine all the populations, and no table of coupling coefficients is needed.

*From 0 to 1.* The lower level has the single substate \(m=0\), so \(a_{\pm1}=0\). The sum rule gives \(S_1=3/3=1\), hence \(a_0=1\) and \(S_2=1\). Then

\[
I_\parallel=1,\qquad I_\perp=0,\qquad P=\frac{3-1}{1+1}=1 .
\]

The fluorescence is 100 percent polarized. The upper state behaves as a classical dipole oscillating along \(z\). Seen from the \(y\) direction, such a dipole radiates a field along \(z\).

*D2.* The lower level has no substate with \(m=\pm3/2\), so \(a_{\pm3/2}=0\). The other two populations are equal by symmetry, and \(S_1=4/3\), so \(a_{\pm1/2}=2/3\). Therefore

\[
I_\parallel=2\left(\frac23\right)^2=\frac89,\qquad
I_\perp=\frac12\cdot2\cdot\frac23\cdot\frac13=\frac29,
\]

\[
P=\frac{8/9-2/9}{8/9+2/9}=\frac{6}{10}=0.60 .
\]

The polarization is 60 percent. Of the light reaching the polarizer, 80 percent is polarized along \(z\) and 20 percent along \(x\). The second share arises because the substates \(m=\pm1/2\) can also decay by changing \(m\). Of each such substate's decay, the fraction \(1-a_m=1/3\) takes this route.

*D1.* There are two upper substates. Symmetry makes them equal and \(S_1=2/3\), so \(a_{\pm1/2}=1/3\). Then

\[
I_\parallel=2\left(\frac13\right)^2=\frac29,\qquad
I_\perp=\frac12\cdot2\cdot\frac13\cdot\frac23=\frac29,\qquad P=0 .
\]

The argument for D1 does not use the value of \(J\). Any transition to \(J'=1/2\) gives zero under the present conditions. A level with two substates \(\pm m\) can be polarized by making one population larger than the other, but linearly polarized light acting on an unpolarized lower level does not do this. An unequal population of different values of \(|m|\), called alignment, needs at least two such values. The level \(J'=1/2\) has one.

### (e) A tilted or unpolarized incident beam

**Question.** The incident polarization is turned in the \(yz\) plane by an angle \(\beta\) away from \(z\). Find the new degree of polarization \(P(\beta)\) in terms of the value \(P\) for \(\beta=0\). What is the result for an unpolarized beam?

**Solution.** Now \(\mathbf e=\hat z\cos\beta+\hat y\sin\beta\), which is still transverse to the beam. Expanding the excitation operator gives

\[
B_{\mathbf e}=B_z\cos^2\beta+B_y\sin^2\beta+\sin\beta\cos\beta\,(V_zV_y^\dagger+V_yV_z^\dagger).
\]

For detection along \(z\) we take the trace with \(B_z\). The operator \(V_z\) conserves \(m\), whereas \(V_y\) changes it by \(\pm1\). The mixed terms therefore have no diagonal elements and drop out. By rotation, \(\mathrm{Tr}(B_zB_y)\) equals \(\mathrm{Tr}(B_xB_z)=I_\perp\). For detection along \(x\), the vector \(\mathbf e\) is perpendicular to \(\mathbf e'\) at every \(\beta\), so a rotation about \(x\) shows that the intensity remains \(I_\perp\). The two signals are

\[
I_z(\beta)=I_\parallel\cos^2\beta+I_\perp\sin^2\beta,\qquad I_x(\beta)=I_\perp .
\]

Their difference is \((I_\parallel-I_\perp)\cos^2\beta\), and their sum is \((I_\parallel-I_\perp)\cos^2\beta+2I_\perp\). Divide both by \(I_\parallel+I_\perp\) and use \(2I_\perp/(I_\parallel+I_\perp)=1-P\):

\[
P(\beta)=\frac{P\cos^2\beta}{1-P+P\cos^2\beta}=\frac{P\cos^2\beta}{1-P\sin^2\beta}.
\]

At \(\beta=90^\circ\) the incident polarization points at the detector. The two polarizer directions are then equivalent and the polarization vanishes. For \(0\to1\) there is no light at all in this direction, so \(P\) is undefined there.

An unpolarized beam is an equal incoherent mixture of \(y\) and \(z\) polarization. The intensities, not the values of \(P\), must be averaged. They are linear in \(\cos^2\beta\), so it is enough to set \(\cos^2\beta=\sin^2\beta=1/2\):

\[
P_{\rm u}=\frac{P/2}{1-P/2}=\frac{P}{2-P}.
\]

The \(0\to1\) transition still gives 100 percent and D1 still gives zero. For D2 the result is \(0.60/1.40=3/7\), or 42.86 percent. A quoted degree of polarization therefore needs a statement of how the incident beam was polarized.

## Second half: general levels and the effects of fine and hyperfine structure

The geometry is unchanged: the beam runs along \(x\) with polarization \(z\), and detection is along \(y\). The operators \(V_j\) lead from the lower level \(J\) to the upper level \(J'\), and \(B_{\mathbf e}=V_{\mathbf e}V_{\mathbf e}^\dagger\), with \(B_x+B_y+B_z=1\). The intensity is proportional to \(\mathrm{Tr}(B_{\mathbf e'}B_{\mathbf e})\). The diagonal elements of \(B_z\) are \(a_m\), and with \(S_1=\sum a_m=(2J'+1)/3\) and \(S_2=\sum a_m^2\) the first half gave

\[
P=\frac{3S_2-S_1}{S_2+S_1}.
\]

This yielded \(P=1\) for \(0\to1\), \(3/5\) for D2 and 0 for D1. Below, \(N=2J'+1\) and \(X=J'(J'+1)\).

For an isolated upper level, the degree of polarization now follows from the populations \(a_m\), giving 1 for \(0\to1\), \(3/5\) for D2 and 0 for D1, and the results for a tilted or unpolarized beam follow from \(P\). What remains is to find \(P\) for any allowed transition and to examine the effects of fine and hyperfine structure.
